# Mean transverse energy of field-emitted electrons from a free-electron metal

## Problem

A metal fills the half-space $x<0$. Its electrons are free, with mass $m$ both inside and outside, and at zero temperature they fill all states up to the Fermi energy $E_F$, measured from the band bottom. A strong field of magnitude $F$ draws electrons through the surface barrier into the vacuum at $x>0$. The work function is $\phi$ and the elementary charge is $e>0$.

The barrier depends on $x$ alone, so the wavevector parallel to the surface is conserved. Split the total energy as

$$E=W+E_t,\qquad W=\frac{\hbar^2k_x^2}{2m},\qquad E_t=\frac{\hbar^2(k_y^2+k_z^2)}{2m}.$$

The transmission probability $D$ depends only on the normal energy $W$. The decay energy $d$ is defined by its logarithmic slope at the Fermi level,

$$\frac1d=\left.\frac{d\ln D}{dW}\right|_{W=E_F}.$$

Averages $\langle\cdots\rangle$ are taken over the emitted current: each electron that leaves counts once.

**(a)** Find how the emitted current is distributed over $W$ and $E_t$.

**(b)** Take $\ln D$ to be linear in $W$ over several $d$ below $E_F$, and let $d\ll E_F$. Show that $\langle E_t\rangle=d$.

**(c)** Find $d$ for the triangular barrier, in the leading WKB approximation.

**(d)** The exponent of the triangular barrier is not quite linear. Find the first correction to $\langle E_t\rangle$, and decide whether $d\ll E_F$ is enough for the result of (b).

**(e)** Evaluate the results for $\phi=4.5$ eV, $F=4$ V/nm and $E_F=8$ eV, and estimate what the model neglects.

## Hints

1. A state contributes to the current in proportion to its normal velocity $v_x$. What is $v_x\,dk_x$ in terms of $dW$?
2. For (b), replace $W$ by the depth of the total energy below the Fermi level, $\varepsilon=E_F-E$. What does the exponential become?
3. For (d), use $u=E_F-W=\varepsilon+E_t$. At fixed $u$, how is $E_t$ distributed?

## Solution

### (a) The current distribution

There are $2\,d^3k/(2\pi)^3$ electrons per unit volume in the element $d^3k$, the factor 2 counting spin. Those with $v_x>0$ strike the surface, and a fraction $D$ passes. The magnitude of the current density they carry is

$$dj=e\,v_x\,D(W)\,\frac{2\,d^3k}{(2\pi)^3}.$$

Since $v_x=\hbar k_x/m$ and $dW=\hbar^2k_x\,dk_x/m$, we have $v_x\,dk_x=dW/\hbar$. In the parallel plane, a ring of radius $k_t$ has area $2\pi k_t\,dk_t=\pi\,d(k_t^2)$, and $k_t^2=2mE_t/\hbar^2$, so the area is $(2\pi m/\hbar^2)\,dE_t$. Together,

$$dj=\frac{2e}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m}{\hbar^2}\,D(W)\,dW\,dE_t=\frac{em}{2\pi^2\hbar^3}\,D(W)\,dW\,dE_t.$$

The supply of electrons is uniform in the $(W,E_t)$ plane. The occupied region is the triangle $W\ge0$, $E_t\ge0$, $W+E_t\le E_F$.

### (b) The mean transverse energy

A linear logarithm means

$$D(W)=D_F\,e^{(W-E_F)/d},\qquad D_F=D(E_F).$$

Put $\varepsilon=E_F-E$, so that $W=E_F-\varepsilon-E_t$. At fixed $E_t$, $|dW|=d\varepsilon$, and the distribution becomes

$$dj\propto e^{-\varepsilon/d}\,e^{-E_t/d}\,d\varepsilon\,dE_t.$$

Zero temperature requires $\varepsilon\ge0$, and $W\ge0$ requires $\varepsilon+E_t\le E_F$. The second limit cuts off states whose weight is below $e^{-E_F/d}$. For $d\ll E_F$ it may be dropped, and both variables then run from 0 to infinity.

The weight is a product, so $\varepsilon$ and $E_t$ are independent, and the $\varepsilon$ integral cancels from the mean:

$$\langle E_t\rangle=\frac{\int_0^\infty E_t\,e^{-E_t/d}\,dE_t}{\int_0^\infty e^{-E_t/d}\,dE_t}.$$

Integrating the numerator by parts gives $\left[-dE_t e^{-E_t/d}\right]_0^\infty+d\int_0^\infty e^{-E_t/d}dE_t=d^2$. The denominator is $d$. Hence

$$\boxed{\langle E_t\rangle=d}$$

By the same integral $\langle\varepsilon\rangle=d$. The symmetry has a plain origin: tunnelling depends on the normal energy, and an electron can lack normal energy either because its total energy is low or because part of it is in sideways motion. Both cost the same exponential factor. The average emitted electron therefore has a normal energy $2d$ below $E_F$, half of the deficit arising in each way.

### (c) The decay energy of a triangular barrier

Outside the metal the potential energy is $V(x)=E_F+\phi-eFx$. In leading WKB approximation $D=e^{-G}$, with

$$G=\frac{2\sqrt{2m}}{\hbar}\int\sqrt{V(x)-W}\,dx$$

taken between the turning points. With $u=E_F-W$, the integrand is $\sqrt{\phi+u-eFx}$, running from $x=0$ to $x=(\phi+u)/eF$. The integral equals $\tfrac23(\phi+u)^{3/2}/eF$, so

$$G(u)=\frac{4\sqrt{2m}}{3\hbar eF}\,(\phi+u)^{3/2}.$$

Because $\ln D=-G$ and $dW=-du$, the slope is

$$\frac1d=\left.\frac{dG}{du}\right|_{u=0}=\frac{2\sqrt{2m\phi}}{\hbar eF},\qquad d=\frac{\hbar eF}{2\sqrt{2m\phi}}.$$

A stronger field thins the barrier, makes tunnelling less selective in energy, and so lets through more sideways motion.

### (d) The curvature of the exponent

Since $G(0)=2\phi/(3d)$, the exponent can be written $G=\frac{2\phi}{3d}(1+u/\phi)^{3/2}$. Using $(1+s)^{3/2}=1+\tfrac32s+\tfrac38s^2+\dots$,

$$G=G(0)+\frac ud+\frac{u^2}{4\phi d}+\dots$$

At fixed $u=\varepsilon+E_t$, the transmission is fixed and the supply is uniform, so $E_t$ is uniformly distributed between 0 and $u$. This interval has length $u$ and mean $u/2$. Therefore

$$\langle E_t\rangle=\frac12\,\frac{\int u^2D\,du}{\int u\,D\,du}.$$

The important values of $u$ are of order $d$, where the quadratic term is of order $d/\phi$. Its exponential may be expanded: $D\propto e^{-u/d}\left(1-u^2/4\phi d\right)$. With $\int_0^\infty u^ne^{-u/d}du=n!\,d^{\,n+1}$,

$$\int u^2D\,du\propto2d^3-\frac{24d^5}{4\phi d}=2d^3\left(1-\frac{3d}{\phi}\right),$$

$$\int u\,D\,du\propto d^2-\frac{6d^4}{4\phi d}=d^2\left(1-\frac{3d}{2\phi}\right).$$

Half the ratio, to first order in $d/\phi$, is

$$\langle E_t\rangle\simeq d\left(1-\frac{3d}{2\phi}\right).$$

The sign is negative because the barrier seen by electrons of low normal energy is higher, and the transmission falls faster there than the slope at $E_F$ suggests.

So $d\ll E_F$ is not enough. It removes the effect of the band bottom, but the linear exponent needs $d\ll\phi$ as well. A low barrier shows the failure. For a potential step followed by a uniform field, the Schrödinger equation can be solved without WKB: the outgoing vacuum wave is a combination of the two Airy functions, matched in value and slope to the waves in the metal. Taking $\phi=1$ eV, $F=3$ V/nm and $E_F=8$ eV, and finding $d$ from the numerical slope of $\ln D$, one obtains $d=0.376$ eV. This is only $0.047\,E_F$, yet numerical integration over the Fermi sphere gives $\langle E_t\rangle=0.655\,d$. The band bottom is not the cause: the ratio is still 0.674 at $E_F=80$ eV. The barrier is thin here, so the prefactor of the transmission contributes as well as the curvature of the exponent; the WKB exponential alone gives $d=0.293$ eV and a ratio of 0.782. The example tests the mathematical condition and does not describe a real surface: at this field the image force, left out here, would pull the barrier top below the Fermi level.

### (e) Numbers

In SI units,

$$\sqrt{2m\phi}=\sqrt{2(9.109\times10^{-31})(7.210\times10^{-19})}=1.146\times10^{-24}\ \text{kg m/s},$$

$$\frac de=\frac{\hbar F}{2\sqrt{2m\phi}}=\frac{(1.0546\times10^{-34})(4\times10^9)}{2(1.146\times10^{-24})}=0.184\ \text{V}.$$

Thus $d=0.184$ eV, and the ideal result is $\langle E_t\rangle=0.184$ eV. Setting $\tfrac12m\langle v_t^2\rangle=d$ gives a root-mean-square transverse speed $\sqrt{2d/m}=254$ km/s.

The two small parameters are $d/E_F=0.023$ and $d/\phi=0.041$. The first-order formula of (d) gives $\langle E_t\rangle/d=1-1.5\times0.0409=0.939$. Numerical integration with the full WKB exponent gives 0.948, or $\langle E_t\rangle=0.174$ eV; the difference comes from higher orders in $d/\phi$.

The other neglected effects, for the same metal and field, are as follows.

- **Transmission prefactor.** The Airy-function transmission gives $\langle E_t\rangle=0.1755$ eV, against 0.1744 eV from the WKB exponential. Its own slope gives $d=0.186$ eV, so the ratio is 0.944. At 2 V/nm the ratio is 0.971 and at 1 V/nm it is 0.985: the departure from 1 roughly halves with the field, as a correction proportional to $d/\phi$ should.
- **Image force.** The attraction of the electron to its image adds $-e^2/(16\pi\varepsilon_0x)$ to the potential energy. The barrier top drops from 4.5 eV to 2.10 eV above $E_F$. Numerical evaluation of the WKB integral gives $d=0.176$ eV and $\langle E_t\rangle=0.168$ eV. The prefactor matters more here than for the triangle: solving the Schrödinger equation numerically for this barrier, with the potential cut off where it reaches the band bottom, gives $d=0.184$ eV and $\langle E_t\rangle=0.174$ eV. These values depend slightly on how the image potential is joined to the metal: if it is multiplied by $1-e^{-\lambda x}$, with $\lambda$ chosen so that the potential starts at the band bottom at $x=0$ (continuous in value, though not in slope), they become 0.181 eV and 0.172 eV.
- **Tip curvature.** Outside a sphere of radius $R$ with surface field $F$, the potential drop is $FR^2\left[1/R-1/(R+x)\right]=FRx/(R+x)$, slightly less than $Fx$. For $R=100$ nm, with the image force left out, $d$ falls by 1.5 %.

These parameters are rough values in the regime of a clean tungsten field-emission tip. Within the WKB exponential, the curvature of the exponent and the image force together bring the estimate from 0.184 eV to 0.168 eV, a reduction of about 9 %. The wave solutions for the planar barrier with the image force give 0.172 to 0.174 eV, a reduction of about 5 to 7 %, so the WKB value should not be trusted to better than a few per cent. The value of $E_F$ is a round model choice and has little influence here, because emission comes from a thin layer below the Fermi level: between 5 and 20 eV the wave solutions for $\langle E_t\rangle$ change by less than 1 %, although at 2 eV they fall by 3 to 5 % through the prefactor. Tungsten is not a free-electron metal, however: its bands determine which transverse wavevectors are available near $E_F$, and the resulting change has not been estimated here. Nor is $\langle E_t\rangle$ directly the sideways energy of a beam far from the tip, since the diverging field outside a curved tip also pushes electrons sideways.

## Variation 1: a shallow band

*Keep the exponential $D$, but let $x=E_F/d$ be arbitrary. What is $\langle E_t\rangle$?*

The average over $u$ now stops at $E_F$. With $t=u/d$,

$$\langle E_t\rangle=\frac d2\,\frac{\int_0^xt^2e^{-t}dt}{\int_0^xt\,e^{-t}dt}.$$

Integration by parts gives $\int_0^xte^{-t}dt=1-e^{-x}(1+x)$ and $\int_0^xt^2e^{-t}dt=2-e^{-x}(2+2x+x^2)$. Hence

$$\langle E_t\rangle=d\,\frac{1-e^{-x}\left(1+x+\tfrac12x^2\right)}{1-e^{-x}(1+x)}.$$

For large $x$ this tends to $d\left(1-\tfrac12x^2e^{-x}\right)$, so the correction is exponentially small. For small $x$ the integrals become $x^3/3$ and $x^2/2$, and $\langle E_t\rangle\to xd/3=E_F/3$. That is the mean over a uniformly filled triangle: the barrier no longer selects, and the band alone sets the transverse energy.

The ratio $\langle E_t\rangle/d$ is 0.544 at $x=2$, 0.912 at $x=5$ and 0.998 at $x=10$. In the example $x=43.5$, and the correction is about $10^{-16}$. The band bottom is therefore irrelevant there, while the curvature of the exponent is not.

## Variation 2: a warm emitter

*Let the metal have temperature $T$ with $k_BT<d$, and keep the linear exponent and $d\ll E_F$. Which of the two means, $\langle E_t\rangle$ and $\langle\varepsilon\rangle$, changes?*

The occupation is now the Fermi function, which depends on $E$ alone. With $s=E-E_F=-\varepsilon$,

$$dj\propto\frac{e^{s/d}}{1+e^{s/k_BT}}\;e^{-E_t/d}\,ds\,dE_t.$$

The factor in $E_t$ is untouched, so $\langle E_t\rangle=d$ still holds. The total energy does shift. Define $p=k_BT/d$ and $y=s/k_BT$; the normalizing integral is

$$Z=k_BT\,I,\qquad I=\int_{-\infty}^{\infty}\frac{e^{py}}{1+e^y}\,dy,\qquad 0<p<1.$$

To find $I$, close the path along the line $\operatorname{Im}y=2\pi$, where the integrand is multiplied by $e^{2\pi ip}$. The ends contribute nothing for $0<p<1$. The enclosed pole at $y=i\pi$ has residue $-e^{i\pi p}$, so $I(1-e^{2\pi ip})=-2\pi i\,e^{i\pi p}$, which gives $I=\pi/\sin\pi p$. Since $Z$ contains $e^{s/d}$, differentiating $\ln Z$ with respect to $1/d$ at fixed $T$ gives $\langle s\rangle$:

$$\langle\varepsilon\rangle=-\frac{\partial\ln Z}{\partial(1/d)}=\pi k_BT\cot\frac{\pi k_BT}{d}.$$

As $T\to0$ this returns $d$. It vanishes at $k_BT=d/2$, where the mean emitted energy reaches the Fermi level. As $k_BT\to d$ it diverges, because the linear exponent would then let the thermal tail dominate. The treatment fails before that point: electrons well above $E_F$ then carry much of the current, and there $\ln D$ rises less steeply than the linear exponent assumes.

At 300 K, $k_BT=0.0259$ eV and $k_BT/d=0.140$. For the triangular $d$, $\langle E_t\rangle$ stays at 0.184 eV while $\langle\varepsilon\rangle$ falls to 0.172 eV. With the image force and its curved exponent included in WKB approximation, $\langle E_t\rangle$ moves only from 0.1677 eV to 0.1679 eV. Room temperature is thus a far smaller correction to the transverse energy than the shape of the barrier.

Numbers in the example were calculated in double precision.
